# Choosing equilibrium or explicit vacancies in an interdiffusion calculation: a program that tests the result

```python
"""Vacancy-mediated interdiffusion with finite sinks and its Darken limit.

Result under test: with sink time tau, the coupled equations for X (atomic
fraction of A) and y (vacancies per atom) approach Darken interdiffusion,
D = D_A(1-X) + D_B X, with an error proportional to tau, once the vacancy
diffusion length sqrt(d*tau) is short compared with the profile width.
If that length exceeds the specimen, a linear weak-sink law holds instead.

Symbols: d_a, d_b exchange diffusivities (um^2/s); c_eq equilibrium vacancy
site fraction; D_i = c_eq*d_i; y_eq = c_eq/(1-c_eq); z = y/y_eq;
m = atom-counting coordinate (um), dm = (1-c_V) dx; x = laboratory position.
The model is ideal, uncorrelated, one-dimensional and contains no voids.
"""
from collections import namedtuple
import numpy as np
from scipy.fft import dct, idct
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded

Model = namedtuple("Model", "d_a d_b c_eq tau")
N = 160
THICKNESS = 20.0
WIDTH = 2.0
T_END = 1000.0
D_A, D_B, C_EQ = 4e-3, 1e-3, 1e-5
STEPS = 200
h = THICKNESS / N
m_cell = (np.arange(N) + 0.5) * h
m_face = np.arange(1, N) * h
X_start = 0.5 - 0.4 * np.tanh((m_cell - THICKNESS / 2) / WIDTH)


def make_model(c_eq, tau):
    return Model(D_A / c_eq, D_B / c_eq, c_eq, tau)


def fluxes(u, p):
    """Flux of A relative to all atoms, and vacancy flux relative to lattice."""
    X, z = u[..., 0], u[..., 1]
    y_eq = p.c_eq / (1 - p.c_eq)
    Xf = 0.5 * (X[..., 1:] + X[..., :-1])
    zf = 0.5 * (z[..., 1:] + z[..., :-1])
    dX = (X[..., 1:] - X[..., :-1]) / h
    dz = (z[..., 1:] - z[..., :-1]) / h
    a = 1 + y_eq * zf
    scale = y_eq / (a * a * a)
    delta = p.d_a - p.d_b
    flux_X = scale * (-(p.d_a * (1 - Xf) + p.d_b * Xf) * zf * dX
                      + Xf * (1 - Xf) * delta * dz)
    flux_V = scale * (delta * zf * dX - (p.d_b + delta * Xf) * dz)
    return flux_X, flux_V, a


def rates(u, p):
    y_eq = p.c_eq / (1 - p.c_eq)
    flux_X, flux_V, a = fluxes(u, p)
    flux_z = a * flux_V / y_eq
    out = np.zeros_like(u)
    out[..., 1] = -(u[..., 1] - 1) / ((1 + y_eq) * p.tau)
    for k, f in ((0, flux_X), (1, flux_z)):
        out[..., :-1, k] -= f / h
        out[..., 1:, k] += f / h
    return out


# Index tables: cells three apart never share an equation, so six complex
# perturbations give the whole Jacobian.
entries = [(2 * i + r, 2 * j + q, 2 * (j % 3) + q, i, r)
           for j in range(N) for q in (0, 1)
           for i in range(max(0, j - 1), min(N, j + 2)) for r in (0, 1)]
row, col, colour, row_cell, row_var = np.array(entries).T
perturb = np.zeros((6, N, 2), dtype=complex)
for j in range(N):
    for q in (0, 1):
        perturb[2 * (j % 3) + q, j, q] = 1e-30j


def jacobian_values(u, p):
    derivative = rates(u[None] + perturb, p).imag / 1e-30
    return derivative[colour, row_cell, row_var]


def implicit_stage(base, guess, step, p):
    """Solve u = base + step*rates(u) by Newton iteration."""
    u = guess.copy()
    for _ in range(15):
        residual = u - base - step * rates(u, p)
        band = np.zeros((7, 2 * N))
        band[3 + row - col, col] = -step * jacobian_values(u, p)
        band[3] += 1
        change = solve_banded((3, 3), band, -residual.ravel()).reshape(N, 2)
        u = u + change
        if np.max(np.abs(change)) < 1e-9:
            return u
    raise RuntimeError("Newton iteration did not converge")


def time_grid(n):
    return T_END * (np.arange(n + 1) / n) ** 3


def integrate(p, n=STEPS):
    gamma = 1 - 1 / np.sqrt(2)
    t = time_grid(n)
    u = np.column_stack((X_start, np.ones(N)))
    history = [fluxes(u, p)[1]]
    for dt in np.diff(t):
        first = implicit_stage(u, u, gamma * dt, p)
        base = u + (1 - gamma) / gamma * (first - u)
        u = implicit_stage(base, first, gamma * dt, p)
        history.append(fluxes(u, p)[1])
    return u, np.array(history)


def track_marker(start, t, faces, speed):
    position = start
    for k, dt in enumerate(np.diff(t)):
        v0 = np.interp(position, faces, speed[k])
        v1 = np.interp(position + dt * v0, faces, speed[k + 1])
        position += 0.5 * dt * (v0 + v1)
    return position


def marker_position(u, history, p):
    """Laboratory position of a marker that starts at the middle."""
    m_end = track_marker(THICKNESS / 2, time_grid(len(history) - 1),
                         m_face, history)
    y_eq = p.c_eq / (1 - p.c_eq)
    x_face = np.concatenate(([0], np.cumsum((1 + y_eq * u[:, 1]) * h)))
    return np.interp(m_end, np.arange(N + 1) * h, x_face)


# Independent laboratory-frame calculation at a large vacancy fraction.
p_lab = make_model(0.05, 80.0)
hx = h / (1 - p_lab.c_eq)
x_face_lab = np.arange(N + 1) * hx


def laboratory_rates(t, s):
    cA, cV = s[:N], s[N:2 * N]
    cB = 1 - cA - cV
    production = -(cV - p_lab.c_eq) / p_lab.tau
    v = np.concatenate(([0], np.cumsum(production) * hx))
    jA = p_lab.d_a * (cA[:-1] * cV[1:] - cA[1:] * cV[:-1]) / hx
    jB = p_lab.d_b * (cB[:-1] * cV[1:] - cB[1:] * cV[:-1]) / hx
    result = []
    for c, j in ((cA, jA), (cV, -jA - jB)):
        f = np.zeros(N + 1)
        f[1:-1] = j + v[1:-1] * 0.5 * (c[:-1] + c[1:])
        f[-1] = v[-1] * c[-1]
        result.append(-np.diff(f) / hx)
    result[1] = result[1] + production
    return np.concatenate((*result, [np.interp(s[-1], x_face_lab, v)]))


s0 = np.concatenate(((1 - p_lab.c_eq) * X_start, np.full(N, p_lab.c_eq),
                     [x_face_lab[-1] / 2]))
lab = solve_ivp(laboratory_rates, (0, T_END), s0, method="BDF",
                rtol=1e-7, atol=1e-9)
assert lab.success
cA_lab, cV_lab, marker_lab = lab.y[:N, -1], lab.y[N:2 * N, -1], lab.y[-1, -1]
m_edges = np.concatenate(([0], np.cumsum((1 - cV_lab) * hx)))
m_mid = 0.5 * (m_edges[1:] + m_edges[:-1])
X_lab = CubicSpline(m_mid, cA_lab / (1 - cV_lab))(m_cell)
z_lab = CubicSpline(m_mid, cV_lab / (1 - cV_lab))(m_cell)
z_lab *= (1 - p_lab.c_eq) / p_lab.c_eq
u_atom, history_atom = integrate(p_lab)
frame_X = np.max(np.abs(u_atom[:, 0] - X_lab))
frame_z = np.max(np.abs(u_atom[:, 1] - z_lab))
frame_marker = abs(marker_position(u_atom, history_atom, p_lab) - marker_lab)
assert frame_X < 5e-4 and frame_z < 2e-3 and frame_marker < 3e-3
assert abs(np.mean(cV_lab) - p_lab.c_eq) < 1e-6

# Separate Darken solver in laboratory coordinates.
times = time_grid(STEPS)
hx_d = h / (1 - C_EQ)


def darken_rates(t, X):
    Xf = 0.5 * (X[1:] + X[:-1])
    f = -(D_A * (1 - Xf) + D_B * Xf) * np.diff(X) / hx_d
    return -np.diff(np.concatenate(([0], f, [0]))) / hx_d


darken = solve_ivp(darken_rates, (0, T_END), X_start, method="LSODA",
                   t_eval=times, rtol=1e-9, atol=1e-11, lband=1, uband=1)
assert darken.success
X_darken = darken.y[:, -1]
v_darken = (D_A - D_B) * np.diff(darken.y.T, axis=1) / hx_d
x_middle = THICKNESS / 2 / (1 - C_EQ)
shift_darken = track_marker(x_middle, times, np.arange(1, N) * hx_d,
                            v_darken) - x_middle

# Sweep of the sink time.
taus = [10.0, 1.0, 0.1, 0.01, 1e-3, 2e-4, 1e-4, 1e-5]
solution, deviation, shift = {}, {}, {}
for tau in taus:
    p = make_model(C_EQ, tau)
    u, history = integrate(p)
    solution[tau] = u
    deviation[tau] = np.max(np.abs(u[:, 0] - X_darken))
    shift[tau] = marker_position(u, history, p) - x_middle
order_tau = np.log2(deviation[2e-4] / deviation[1e-4])
assert abs(order_tau - 1) < 0.1
assert all(deviation[a] > deviation[b] for a, b in zip(taus, taus[1:]))
assert abs(shift[1e-5] / shift_darken - 1) < 5e-3

# First-order supersaturation, predicted from the Darken profile alone.
p_fast = make_model(C_EQ, 1e-5)
curvature = np.diff(X_darken, 2) / h**2
predicted = -p_fast.tau * (p_fast.d_a - p_fast.d_b) * curvature * (1 - C_EQ)
actual = solution[1e-5][1:-1, 1] - 1
super_error = np.max(np.abs(actual - predicted)) / np.max(np.abs(predicted))
assert super_error < 0.01

# Weak-sink limit: linear diffusion solved by a cosine series.
p_weak = make_model(C_EQ, 10.0)
X_mean = np.mean(X_start)
d_mean = p_weak.d_a * X_mean + p_weak.d_b * (1 - X_mean)
D_weak = C_EQ / (1 - C_EQ) * p_weak.d_a * p_weak.d_b / d_mean
k = np.pi * np.arange(N) / THICKNESS
X_weak = idct(dct(X_start) * np.exp(-D_weak * k**2 * T_END))
u_weak = solution[10.0]
weak_X = np.max(np.abs(u_weak[:, 0] - X_weak))
z_weak = (p_weak.d_a * X_weak + p_weak.d_b * (1 - X_weak)) / d_mean
weak_z = np.max(np.abs(u_weak[:, 1] - z_weak))
assert weak_X < 3e-3 and weak_z < 0.03
assert deviation[10.0] > 5 * weak_X
assert abs(shift[10.0]) < 0.05 * abs(shift_darken)

# Ten times more vacancies at fixed D_i: ten times longer tau is equivalent.
u_scaled, _ = integrate(make_model(1e-4, 0.1))
scaling_gap = np.max(np.abs(u_scaled[:, 0] - solution[0.01][:, 0]))
assert scaling_gap < 2e-4 and scaling_gap < 0.1 * deviation[0.01]

# Temporal order and stiffness.
p_ref = make_model(C_EQ, 1e-4)
time_error = [np.max(np.abs(integrate(p_ref, n)[0][:, 0]
                            - solution[1e-4][:, 0])) for n in (25, 50)]
order_time = np.log2(time_error[0] / time_error[1])
assert 1.6 < order_time < 2.5
dense = np.zeros((2 * N, 2 * N))
dense[row, col] = jacobian_values(np.column_stack((X_start, np.ones(N))), p_ref)
eigenvalues = np.linalg.eigvals(dense)
stiffest = eigenvalues[np.argmax(np.abs(eigenvalues))]
d_max = p_ref.d_b + (p_ref.d_a - p_ref.d_b) * X_start.max()
rate_estimate = 4 * d_max / h**2 + 1 / p_ref.tau
assert stiffest.real < 0 and abs(stiffest.imag) < 1e-6 * abs(stiffest)
assert abs(abs(stiffest) / rate_estimate - 1) < 0.05
explicit_step = 2 / abs(stiffest)

print(f"thickness {THICKNESS:.1f} um, profile width w {WIDTH:.1f} um")
print(f"cells {N}, cell size {h:.3f} um, anneal {T_END:.0f} s")
print(f"initial X at ends: {X_start[0]:.4f}, {X_start[-1]:.4f}")
print(f"D_A {D_A:.4f} um^2/s, D_B {D_B:.4f} um^2/s, c_eq {C_EQ:.1e}")
print(f"d_A {p_ref.d_a:.1f} um^2/s, d_B {p_ref.d_b:.1f} um^2/s")
print(f"mean vacancy diffusivity {d_mean:.1f} um^2/s")
print(f"vacancy time over w: {WIDTH**2 / d_mean:.4f} s")
print(f"vacancy time over specimen: {(THICKNESS/np.pi)**2/d_mean:.4f} s")
print(f"Darken D at X=0.5: {(D_A + D_B) / 2:.5f} um^2/s")
print(f"weak-sink D: {D_weak:.5f} um^2/s")
print(f"Darken marker shift {shift_darken:.5f} um")
print("sweep: L = vacancy length, dev = max |X-X_Darken|,")
print("  S = largest final vacancy supersaturation")
for tau in taus:
    top = 100 * (solution[tau][:, 1].max() - 1)
    print(f"tau {tau:.0e} s: L {np.sqrt(d_mean * tau):.4f} um, "
          f"dev {deviation[tau]:.2e}, shift {shift[tau]:.5f} um, S {top:.4f} %")
print(f"order of deviation in tau: {order_tau:.3f}")
print(f"supersaturation formula, relative error: {super_error:.2e}")
print(f"weak-sink law at tau=10 s: X error {weak_X:.2e}, z error {weak_z:.2e}")
print(f"z at ends, tau=10 s: {u_weak[0, 1]:.4f}, {u_weak[-1, 1]:.4f}")
for position in (8.0, 10.0, 12.0):
    values = [np.interp(position, m_cell, X)
              for X in (X_start, X_darken, solution[1e-4][:, 0], u_weak[:, 0])]
    print(f"m {position:.0f} um: X start {values[0]:.4f}, Darken {values[1]:.4f}, "
          f"tau 1e-4 s {values[2]:.4f}, tau 10 s {values[3]:.4f}")
print(f"c_eq scaling (1e-4, 0.1 s) vs (1e-5, 0.01 s): X gap {scaling_gap:.2e}")
print(f"frame check: c_eq {p_lab.c_eq:.2f}, tau {p_lab.tau:.0f} s")
print(f"  X gap {frame_X:.2e}, z gap {frame_z:.2e}, marker {frame_marker:.2e} um")
print(f"time error in X: 25 steps {time_error[0]:.2e}, 50 steps {time_error[1]:.2e}")
print(f"observed temporal order {order_time:.3f}")
print(f"fastest rate, tau=1e-4 s: {abs(stiffest):.4e} 1/s")
print(f"explicit Euler step limit {explicit_step:.3e} s")
print(f"explicit steps needed {T_END / explicit_step:.3e}; implicit {STEPS}")
print(f"implicit first step {times[1]:.3e} s, last {times[-1]-times[-2]:.3f} s")
print("tests ok")
```

Output:

```
thickness 20.0 um, profile width w 2.0 um
cells 160, cell size 0.125 um, anneal 1000 s
initial X at ends: 0.9000, 0.1000
D_A 0.0040 um^2/s, D_B 0.0010 um^2/s, c_eq 1.0e-05
d_A 400.0 um^2/s, d_B 100.0 um^2/s
mean vacancy diffusivity 250.0 um^2/s
vacancy time over w: 0.0160 s
vacancy time over specimen: 0.1621 s
Darken D at X=0.5: 0.00250 um^2/s
weak-sink D: 0.00160 um^2/s
Darken marker shift -0.42971 um
sweep: L = vacancy length, dev = max |X-X_Darken|,
  S = largest final vacancy supersaturation
tau 1e+01 s: L 50.0000 um, dev 3.93e-02, shift -0.00391 um, S 47.0634 %
tau 1e+00 s: L 15.8114 um, dev 3.69e-02, shift -0.03394 um, S 40.4271 %
tau 1e-01 s: L 5.0000 um, dev 2.64e-02, shift -0.15871 um, S 19.6110 %
tau 1e-02 s: L 1.5811 um, dev 1.07e-02, shift -0.32416 um, S 5.5387 %
tau 1e-03 s: L 0.5000 um, dev 1.96e-03, shift -0.41113 um, S 0.9051 %
tau 2e-04 s: L 0.2236 um, dev 4.36e-04, shift -0.42569 um, S 0.1993 %
tau 1e-04 s: L 0.1581 um, dev 2.21e-04, shift -0.42768 um, S 0.1011 %
tau 1e-05 s: L 0.0500 um, dev 2.22e-05, shift -0.42950 um, S 0.0103 %
order of deviation in tau: 0.981
supersaturation formula, relative error: 1.65e-03
weak-sink law at tau=10 s: X error 3.88e-04, z error 1.11e-02
z at ends, tau=10 s: 1.4706, 0.5316
m 8 um: X start 0.8045, Darken 0.6975, tau 1e-4 s 0.6977, tau 10 s 0.7314
m 10 um: X start 0.5000, Darken 0.4728, tau 1e-4 s 0.4728, tau 10 s 0.4996
m 12 um: X start 0.1955, Darken 0.2854, tau 1e-4 s 0.2853, tau 10 s 0.2683
c_eq scaling (1e-4, 0.1 s) vs (1e-5, 0.01 s): X gap 1.20e-05
frame check: c_eq 0.05, tau 80 s
  X gap 6.30e-07, z gap 5.00e-07, marker 3.34e-06 um
time error in X: 25 steps 2.08e-05, 50 steps 4.92e-06
observed temporal order 2.084
fastest rate, tau=1e-4 s: 1.0454e+05 1/s
explicit Euler step limit 1.913e-05 s
explicit steps needed 5.227e+07; implicit 200
implicit first step 1.250e-04 s, last 14.925 s
tests ok
```
